# Harmonic and arithmetic bounds on effective permittivity from constant trial fields: a numerical check

```python
"""
Result under test: for a periodic, lossless, linear dielectric with positive
symmetric relative permittivity eps(x), the effective tensor eff satisfies
    inverse(mean(inverse(eps))) <= eff <= mean(eps)
as quadratic forms. eff is defined by mean(D) = eff mean(E), curl E = 0,
div D = 0, D = eps E (D in units of the vacuum permittivity).
Harmonic and arithmetic denote the left and right sides.
"""
import numpy as np
from scipy.constants import epsilon_0


# ---------- Fourier solution for a smooth anisotropic medium in the plane ----
def fourier_cell(n):
    """Return eps, E, D, effective tensor and derivative matrices."""
    x = 2 * np.pi * np.arange(n) / n
    X, Y = [a.ravel() for a in np.meshgrid(x, x, indexing="ij")]
    angle = 0.5 * np.sin(X) + 0.3 * np.cos(X + Y) + 0.4
    first = np.exp(1.0 + 0.4 * np.cos(X) + 0.3 * np.sin(Y))
    second = np.exp(0.6 + 0.3 * np.cos(X - Y) + 0.2 * np.sin(X))
    c, s = np.cos(angle), np.sin(angle)
    eps = np.empty((n * n, 2, 2))
    eps[:, 0, 0] = first * c**2 + second * s**2
    eps[:, 1, 1] = first * s**2 + second * c**2
    eps[:, 0, 1] = eps[:, 1, 0] = (first - second) * c * s
    k = np.fft.fftfreq(n, 1 / n)
    d1 = np.fft.ifft(1j * k[:, None] * np.fft.fft(np.eye(n), axis=0),
                     axis=0).real
    grad = [np.kron(d1, np.eye(n)), np.kron(np.eye(n), d1)]
    operator = sum(grad[i] @ (eps[:, i, j, None] * grad[j])
                   for i in range(2) for j in range(2))
    source = np.stack([sum(grad[i] @ eps[:, i, a] for i in range(2))
                       for a in range(2)], axis=1)
    phi = np.linalg.lstsq(operator, source, rcond=1e-10)[0]
    E = np.stack([-grad[j] @ phi for j in range(2)], axis=1) + np.eye(2)
    D = np.einsum("pij,pja->pia", eps, E)
    return eps, E, D, D.mean(axis=0), grad


def energy(field, tensor):
    """Mean of field . tensor field for one vector field."""
    return np.einsum("pi,pij,pj->p", field, tensor, field).mean()


eps, E, D, eff, grad = fourier_cell(21)
eff_coarse = fourier_cell(15)[3]
inv_eps = np.linalg.inv(eps)
arith_tensor = eps.mean(axis=0)
harm_tensor = np.linalg.inv(inv_eps.mean(axis=0))
assert np.allclose(eff, eff_coarse, atol=1e-4)      # resolution in Fourier modes
assert np.allclose(eff, eff.T, atol=1e-9)
energy_tensor = np.einsum("pia,pib->ab", E, D) / len(E)
assert np.allclose(energy_tensor, eff, atol=1e-9)
upper_gap = np.linalg.eigvalsh(arith_tensor - eff)
lower_gap = np.linalg.eigvalsh(eff - harm_tensor)
assert upper_gap.min() > 1e-4 and lower_gap.min() > 1e-4

# Energy identities, with random and with constant trial fields.
rng = np.random.default_rng(4)
mean_vec = np.array([0.8, -0.6])
E_true = E @ mean_vec
D_true = D @ np.linalg.solve(eff, mean_vec)
assert np.allclose(D_true.mean(axis=0), mean_vec, atol=1e-9)
E_min = mean_vec @ eff @ mean_vec
D_min = mean_vec @ np.linalg.solve(eff, mean_vec)
excess_E, excess_D = [], []
for size in (0.0, 0.02, 0.1):
    eta, psi = size * rng.standard_normal((2, len(E)))
    E_trial = mean_vec - np.stack([g @ eta for g in grad], axis=1)
    D_trial = mean_vec + np.stack([grad[1] @ psi, -grad[0] @ psi], axis=1)
    excess_E.append(energy(E_trial, eps) - E_min)
    excess_D.append(energy(D_trial, inv_eps) - D_min)
    assert np.isclose(excess_E[-1], energy(E_trial - E_true, eps), atol=1e-8)
    assert np.isclose(excess_D[-1], energy(D_trial - D_true, inv_eps), atol=1e-8)
    assert excess_E[-1] > 0 and excess_D[-1] > 0


# ---------- Improved trial fields for voxel structures -----------------------
def ahead(a, axis):
    return np.roll(a, -1, axis=axis)


def network_field(g, axis):
    """Edge fields of a periodic resistor network under unit mean field."""
    def outflow(flux):
        return sum(f - np.roll(f, 1, axis=d) for d, f in enumerate(flux))

    def apply(phi):
        return -outflow([g[d] * (ahead(phi, d) - phi) for d in range(3)])

    residual = -outflow([g[d] * float(d == axis) for d in range(3)])
    phi = np.zeros_like(residual)
    norm0 = np.linalg.norm(residual)
    if norm0 > 1e-12:
        direction, rr = residual.copy(), np.sum(residual**2)
        for _ in range(5000):
            image = apply(direction)
            step = rr / np.sum(direction * image)
            phi += step * direction
            residual = residual - step * image
            rr_new = np.sum(residual**2)
            if np.sqrt(rr_new) < 1e-10 * norm0:
                break
            direction = residual + (rr_new / rr) * direction
            rr = rr_new
        else:
            raise RuntimeError("network solution did not converge")
    return [float(d == axis) - (ahead(phi, d) - phi) for d in range(3)]


def upper_limit(voxels, axis):
    """Energy of a continuous potential, trilinear in each voxel."""
    g = []
    for d in range(3):
        a, b = [q for q in range(3) if q != d]
        pair = (voxels + np.roll(voxels, 1, axis=a)) / 2
        g.append((pair + np.roll(pair, 1, axis=b)) / 2)
    total = 0.0
    for d, f00 in enumerate(network_field(g, axis)):
        a, b = [q for q in range(3) if q != d]
        f10, f01 = ahead(f00, a), ahead(f00, b)
        f11 = ahead(f10, b)
        middle = (f00 + f10 + f01 + f11) / 4
        slope_a = (f10 + f11 - f00 - f01) / 2
        slope_b = (f01 + f11 - f00 - f10) / 2
        twist = f11 - f10 - f01 + f00
        square = middle**2 + (slope_a**2 + slope_b**2) / 12 + twist**2 / 144
        total += np.mean(voxels * square)
    return total


def lower_limit(voxels, axis):
    """Energy of a divergence-free D, linear between opposite voxel faces."""
    g = [2 / (1 / voxels + 1 / ahead(voxels, d)) for d in range(3)]
    flux = [g[d] * e for d, e in enumerate(network_field(g, axis))]
    means = np.array([f.mean() for f in flux])
    assert np.all(np.abs(np.delete(means, axis)) < 1e-7)
    total = 0.0
    for d, right in enumerate(flux):
        left = np.roll(right, 1, axis=d)
        total += np.mean((left**2 + left * right + right**2) / 3 / voxels)
    return means[axis]**2 / total


# Checkerboard: the known effective value is the geometric mean.
n = 64
parity = (np.arange(n)[:, None] // (n // 2) + np.arange(n) // (n // 2)) % 2
board = np.where(parity == 0, 4.0, 1.0)[:, :, None]
board_low, board_high = lower_limit(board, 0), upper_limit(board, 0)
board_known = np.sqrt(4.0 * 1.0)
assert board_low < board_known < board_high
assert board_high - board_low < 0.2

# Porous dielectric with cubic pores.
eps_matrix, eps_pore, side = 4.0, 1.0, 0.75
limits = []
for n in (12, 24, 48):
    voxels = np.full((n, n, n), eps_matrix)
    m = round(side * n)
    voxels[:m, :m, :m] = eps_pore
    limits.append((n, lower_limit(voxels, 0), upper_limit(voxels, 0)))
porosity = np.mean(voxels == eps_pore)
arithmetic = voxels.mean()
harmonic = 1 / np.mean(1 / voxels)
widths = [high - low for _, low, high in limits]
assert widths[0] > widths[1] > widths[2] > 0
for _, low, high in limits:
    assert harmonic < low < high < arithmetic
best_low = max(row[1] for row in limits)
best_high = min(row[2] for row in limits)
assert best_low < best_high
width_formula = (porosity * (1 - porosity) * (eps_matrix - eps_pore)**2
                 / (porosity * eps_matrix + (1 - porosity) * eps_pore))
assert np.isclose(width_formula, arithmetic - harmonic, rtol=1e-12)

# Layers of the same porosity reach the two bounds.
layers = np.full((64, 1, 1), eps_matrix)
layers[:round(64 * porosity)] = eps_pore
series = (lower_limit(layers, 0), upper_limit(layers, 0))
parallel = (lower_limit(layers, 1), upper_limit(layers, 1))
assert np.allclose(series, harmonic, atol=1e-7)
assert np.allclose(parallel, arithmetic, atol=1e-7)

# Porosity window for a target value; its ends are checked with layers.
target = 2.5
p_min = (1 / target - 1 / eps_matrix) / (1 - 1 / eps_matrix)
p_max = (eps_matrix - target) / (eps_matrix - 1)
for p, axis in ((p_min, 0), (p_max, 1)):
    stack = np.full((10, 1, 1), eps_matrix)
    stack[:round(10 * p)] = eps_pore
    assert np.isclose(np.mean(stack == eps_pore), p)
    assert np.isclose(lower_limit(stack, axis), target, atol=1e-7)
    assert np.isclose(upper_limit(stack, axis), target, atol=1e-7)

# Lossy layers in series: real parts do not obey the ordering.
lossy = np.array([1.0 + 0.0j, 1.0 + 10.0j])
layer_E = np.linalg.solve(np.array([[0.5, 0.5], [lossy[0], -lossy[1]]]),
                          np.array([1.0, 0.0]))
lossy_eff = lossy[0] * layer_E[0]
assert lossy_eff.real > lossy.real.mean() + 0.5

# Capacitance per area; 1 F/m^2 = 1e6 aF/um^2.
gap = 100e-9
cap_unit = epsilon_0 / gap * 1e6


def show(label, value, unit="(relative)"):
    print(f"{label}: {value:.5f} {unit}")


print("SMOOTH ANISOTROPIC MEDIUM (relative permittivity)")
for name, t in (("harmonic tensor", harm_tensor), ("effective tensor", eff),
                ("arithmetic tensor", arith_tensor)):
    print(f"{name} xx, xy, yy: {t[0,0]:.5f}, {t[0,1]:.5f}, {t[1,1]:.5f}")
print("eigenvalues of arithmetic - effective:", np.round(upper_gap, 5))
print("eigenvalues of effective - harmonic:", np.round(lower_gap, 5))
print("mean vector of trial fields (dimensionless):", mean_vec)
show("minimum of E energy form", E_min, "(dimensionless)")
show("excess for constant E", excess_E[0], "(dimensionless)")
show("minimum of D energy form", D_min, "(dimensionless)")
show("excess for constant D", excess_D[0], "(dimensionless)")
print("CHECKERBOARD, phases 4 and 1")
show("lower limit", board_low)
show("known value", board_known)
show("upper limit", board_high)
print("CUBIC PORES")
show("matrix permittivity", eps_matrix)
show("pore permittivity", eps_pore)
show("pore side / period", side, "(dimensionless)")
show("porosity", porosity, "(volume fraction)")
show("harmonic bound", harmonic)
show("arithmetic bound", arithmetic)
show("width between bounds", width_formula)
for n, low, high in limits:
    print(f"{n} voxels per edge, lower and upper limit: {low:.5f}, {high:.5f}")
show("best lower limit", best_low)
show("best upper limit", best_high)
show("layers perpendicular to field", series[0])
show("layers parallel to field", parallel[0])
print("CAPACITANCE PER AREA")
show("plate distance", gap * 1e9, "nm")
for name, value in (("harmonic bound", harmonic), ("best lower limit", best_low),
                    ("best upper limit", best_high),
                    ("arithmetic bound", arithmetic)):
    show(name, value * cap_unit, "aF/um^2")
print("POROSITY WINDOW")
show("target permittivity", target)
show("smallest possible porosity", p_min, "(volume fraction)")
show("largest possible porosity", p_max, "(volume fraction)")
print("LOSSY LAYERS IN SERIES, equal thickness")
print("phase permittivities (relative):", lossy)
print(f"effective permittivity (relative): {lossy_eff:.5f}")
show("mean of real parts", lossy.real.mean())
print("ALL CHECKS PASSED")
```

It prints:

```
SMOOTH ANISOTROPIC MEDIUM (relative permittivity)
harmonic tensor xx, xy, yy: 2.42966, 0.13984, 1.84334
effective tensor xx, xy, yy: 2.56157, 0.18670, 1.95889
arithmetic tensor xx, xy, yy: 2.73250, 0.23504, 2.04163
eigenvalues of arithmetic - effective: [0.0614  0.19226]
eigenvalues of effective - harmonic: [0.07616 0.1713 ]
mean vector of trial fields (dimensionless): [ 0.8 -0.6]
minimum of E energy form: 2.16537 (dimensionless)
excess for constant E: 0.09277 (dimensionless)
minimum of D energy form: 0.47263 (dimensionless)
excess for constant D: 0.01820 (dimensionless)
CHECKERBOARD, phases 4 and 1
lower limit: 1.99338 (relative)
known value: 2.00000 (relative)
upper limit: 2.00664 (relative)
CUBIC PORES
matrix permittivity: 4.00000 (relative)
pore permittivity: 1.00000 (relative)
pore side / period: 0.75000 (dimensionless)
porosity: 0.42188 (volume fraction)
harmonic bound: 1.76552 (relative)
arithmetic bound: 2.73438 (relative)
width between bounds: 0.96886 (relative)
12 voxels per edge, lower and upper limit: 2.49775, 2.51294
24 voxels per edge, lower and upper limit: 2.50306, 2.50808
48 voxels per edge, lower and upper limit: 2.50478, 2.50645
best lower limit: 2.50478 (relative)
best upper limit: 2.50645 (relative)
layers perpendicular to field: 1.76552 (relative)
layers parallel to field: 2.73438 (relative)
CAPACITANCE PER AREA
plate distance: 100.00000 nm
harmonic bound: 156.32221 aF/um^2
best lower limit: 221.77823 aF/um^2
best upper limit: 221.92599 aF/um^2
arithmetic bound: 242.10670 aF/um^2
POROSITY WINDOW
target permittivity: 2.50000 (relative)
smallest possible porosity: 0.20000 (volume fraction)
largest possible porosity: 0.50000 (volume fraction)
LOSSY LAYERS IN SERIES, equal thickness
phase permittivities (relative): [1. +0.j 1.+10.j]
effective permittivity (relative): 1.96154+0.19231j
mean of real parts: 1.00000 (relative)
ALL CHECKS PASSED
```
